\section*{Electrons in an exponential band tail: density and exact thermal prefactor}

\section{A density that responds slowly to the Fermi level}

Take a semiconductor with an exponential tail of electron states below its band edge. The tail has width 60 meV and contains $10^{19}$ states per cm$^3$. At 300 K, with the Fermi energy 0.40 eV below the edge, a tenfold rise in the density of trapped electrons requires the Fermi energy to rise by 138 meV. A Boltzmann law would require 59.5 meV. The trapped density is also 1.386 times the density of states lying below the Fermi energy, although the occupation of each state falls symmetrically about that energy.

Both numbers follow from one integral. The first reflects the width of the tail, and the second is a thermal prefactor that can be found in closed form.

\section{Model and conventions}

Energies $E$ are measured from the band edge, so trap states have $E<0$. The density of states per volume and energy is
\begin{equation}
g(E)=\frac{N_t}{kT_t}\,e^{E/kT_t}.
\label{eq:g}
\end{equation}
The width is written as $kT_t$, which defines the tail temperature $T_t$, taken here as independent of $T$. The number of states below an energy $E$ is
\begin{equation}
N(E)=\int_{-\infty}^{E}g(E')\,dE'=N_t\,e^{E/kT_t},
\label{eq:N}
\end{equation}
so $N_t=N(0)$ is the density of tail states below the band edge.

The electrons are in equilibrium and occupy the states independently. Each state, with its spin specified, holds at most one electron:
\begin{equation}
f(E)=\frac{1}{1+e^{(E-E_F)/kT}} .
\end{equation}
Here $E_F$ is the chemical potential at temperature $T$. Two ratios will be used:
\begin{equation}
a=\frac{T}{T_t},\qquad h=-\frac{E_F}{kT}.
\end{equation}
A tail broader than $kT$ has $0<a<1$, and a Fermi energy below the edge has $h>0$.

The tail will first be treated as infinite, and that word needs care. For the closed formula, the exponential (\ref{eq:g}) must continue to all energies, upward past the band edge as well as downward. A physical tail ends at the edge, and the resulting correction is derived below. Electronvolts, kelvins and cm$^{-3}$ are the natural units for this problem.

\section{Separating the Fermi energy from the integral}

The electron density in the infinite tail is $n=\int g f\,dE$ over all energies. Substitute $E=E_F+kT\,x$. Then $dE=kT\,dx$ and $E/kT_t=E_F/kT_t+ax$, so
\begin{align}
n&=\frac{N_t}{kT_t}\int_{-\infty}^{\infty}
\frac{e^{E_F/kT_t}\,e^{ax}}{1+e^x}\,kT\,dx \nonumber\\
&=N_t\,e^{E_F/kT_t}\,a\,I(a),\qquad
I(a)=\int_{-\infty}^{\infty}\frac{e^{ax}}{1+e^x}\,dx .
\label{eq:scaled}
\end{align}
The integral no longer contains $E_F$. At fixed temperature, $n$ is therefore proportional to $e^{E_F/kT_t}$. The reason is that shifting an exponential in energy merely multiplies it by a constant: the tail looks the same from every Fermi energy, apart from its scale.

This argument needs a finite integral. For $x\to-\infty$ the integrand behaves as $e^{ax}$, which is integrable if $a>0$. For $x\to+\infty$ it behaves as $e^{-(1-a)x}$, which is integrable if $a<1$. Above $E_F$ the number of states grows as $e^{E/kT_t}$ while their occupation falls as $e^{-E/kT}$. The fall wins if $kT<kT_t$.

\section{The integral in closed form}

Integrate $F(z)=e^{az}/(1+e^z)$ counterclockwise around the rectangle with corners $-R$, $R$, $R+2\pi i$ and $-R+2\pi i$, and let $R\to\infty$.

The lower side gives $I(a)$. On the upper side $z=x+2\pi i$. The denominator is unchanged, the numerator gains the factor $e^{2\pi ia}$, and the path runs from right to left. This side gives $-e^{2\pi ia}I(a)$.

On the right end $|e^{az}|=e^{aR}$ and $|1+e^z|\ge e^R-1$. On the left end $|e^{az}|=e^{-aR}$ and $|1+e^z|\ge1-e^{-R}$. Each end has length $2\pi$, so their contributions are bounded by
\begin{equation}
\frac{2\pi e^{aR}}{e^R-1}\to0,\qquad
\frac{2\pi e^{-aR}}{1-e^{-R}}\to0 .
\end{equation}
The first limit uses $a<1$ and the second uses $a>0$.

The denominator vanishes at odd multiples of $i\pi$, and of these $z=i\pi$ alone lies inside the rectangle. It is a simple zero, so the residue is the numerator divided by the derivative of the denominator:
\begin{equation}
\operatorname*{Res}_{z=i\pi}F=\frac{e^{i\pi a}}{e^{i\pi}}=-e^{i\pi a}.
\end{equation}
The residue theorem now gives
\begin{equation}
\left(1-e^{2\pi ia}\right)I(a)=-2\pi i\,e^{i\pi a}.
\end{equation}
On the left, take out a factor $e^{i\pi a}$:
\begin{equation}
1-e^{2\pi ia}=e^{i\pi a}\left(e^{-i\pi a}-e^{i\pi a}\right)
=-2i\,e^{i\pi a}\sin\pi a .
\end{equation}
Division gives $I(a)=\pi/\sin\pi a$, and (\ref{eq:scaled}) becomes
\begin{equation}
n=N_t\,e^{E_F/kT_t}\,C(a),\qquad
C(a)=\frac{\pi a}{\sin\pi a}=\frac{\pi T/T_t}{\sin(\pi T/T_t)},
\qquad 0<T<T_t .
\label{eq:main}
\end{equation}

For the example, $kT=25.85$ meV at 300 K and $a=25.85/60=0.4309$. Then
\begin{align}
N_t\,e^{E_F/kT_t}&=10^{19}\,e^{-0.40/0.060}
=1.273\times10^{16}\ \mathrm{cm^{-3}},\\
C&=\frac{1.354}{0.9765}=1.386,\\
n&=1.386\times1.273\times10^{16}
=1.764\times10^{16}\ \mathrm{cm^{-3}} .
\end{align}
Direct quadrature of $\int gf\,dE$ was tested against (\ref{eq:main}) at five temperatures from 100 to 600 K and three Fermi energies. The two agree within one part in $10^9$.

\section{What the prefactor measures}

Since $g=dN/dE$, integration by parts gives
\begin{equation}
n=\Big[N f\Big]_{-\infty}^{\infty}
+\int_{-\infty}^{\infty}N(E)\left(-\frac{df}{dE}\right)dE .
\end{equation}
The bracket vanishes: $N\to0$ at the lower limit, and $Nf$ decays as $e^{-(1-a)x}$ at the upper one. With $N(E)=N(E_F)e^{ax}$,
\begin{equation}
C(a)=\frac{n}{N(E_F)}=\int_{-\infty}^{\infty}e^{ax}w(x)\,dx,\qquad
w(x)=\frac{e^x}{(1+e^x)^2}=\frac{1}{4\cosh^2(x/2)} .
\end{equation}
The window $w$ is even and has unit area. Its evenness allows $e^{ax}$ to be replaced by $\cosh ax$, which exceeds 1 for $x\neq0$ and grows with $a$. Thus $C>1$, and $C$ increases with temperature.

The physical reason is that more states lie just above $E_F$ than just below it. Heating therefore places more electrons above $E_F$ than it removes from below, if $E_F$ is held fixed. At 300 K, 42\% of the electrons are above $E_F$, or $0.74\times10^{16}$ cm$^{-3}$. The remaining $1.02\times10^{16}$ cm$^{-3}$ occupy the $1.27\times10^{16}$ cm$^{-3}$ states below it and leave $0.25\times10^{16}$ cm$^{-3}$ empty. The difference, $0.49\times10^{16}$ cm$^{-3}$, is the excess over step filling.

For low temperature put $y=\pi a$ and expand the sine:
\begin{align}
\frac{y}{\sin y}&=\frac{1}{1-(y^2/6-y^4/120+\cdots)}\nonumber\\
&=1+\frac{y^2}{6}+\left(\frac1{36}-\frac1{120}\right)y^4+\cdots
=1+\frac{y^2}{6}+\frac{7y^4}{360}+\cdots .
\label{eq:lowT}
\end{align}
At 100 K, $a=0.1436$ and the terms are $1+0.03393+0.00081=1.03474$, while quadrature gives 1.03475. At the other end, $\sin\pi a=\sin\pi(1-a)\approx\pi(1-a)$ gives $C\approx1/(1-a)$ as $a\to1$. This divergence comes from states far above $E_F$.

\section{Where the electrons sit}

The energy distribution of the electrons is proportional to $e^{ax}/(1+e^x)$. Its logarithm has the derivative
\begin{equation}
\frac{d}{dx}\left[ax-\ln(1+e^x)\right]=a-\frac{e^x}{1+e^x}=a-(1-f).
\end{equation}
This decreases with $x$, so its single zero is a maximum. There $e^x/(1+e^x)=a$, hence $e^x=a/(1-a)$ and
\begin{equation}
E_{\mathrm{peak}}=E_F+kT\ln\frac{a}{1-a}.
\end{equation}

For the mean, differentiate $I(a)$ under the integral sign, which is allowed because the differentiated integral converges uniformly on every closed interval inside $0<a<1$. Each derivative brings down a factor $x$, so
\begin{equation}
\langle x\rangle=\frac{I'(a)}{I(a)}
=\frac{d}{da}\left(\ln\pi-\ln\sin\pi a\right)=-\pi\cot\pi a,
\end{equation}
and therefore
\begin{equation}
\langle E\rangle=E_F-\pi kT\cot\pi a .
\end{equation}
For small $a$, $\cot\pi a\approx1/(\pi a)$ and $\langle E\rangle\to E_F-kT/a=E_F-kT_t$. This is the mean energy of an exponential tail filled up to $E_F$.

In the example the mean lies 55.9 meV below $E_F$ at 100 K and 17.9 meV below it at 300 K, where the peak is 7.2 meV below. Peak and mean both cross $E_F$ at $a=1/2$, about 348 K here. At that temperature the distribution is proportional to $1/\cosh(x/2)$ and is symmetric about $E_F$. At 600 K the formula places the mean 350 meV above $E_F$, just 50 meV below the band edge. The distribution is broad, with a long side towards high energies, and it extends well past the edge. The upward continuation of the tail is then no longer harmless.

\section{Fixed density instead of fixed Fermi energy}

In an isolated sample with all mobile charge in the tail, $n$ is fixed and $E_F$ adjusts. Solving (\ref{eq:main}) for it gives
\begin{equation}
E_F(T)=kT_t\ln\frac{n}{N_t}-kT_t\ln C(a).
\label{eq:EF}
\end{equation}
Since $C$ grows with temperature, $E_F$ falls on heating as long as the infinite-tail formula holds. At low temperature, $\ln C\approx(\pi a)^2/6$ gives a fall of $\pi^2(kT)^2/(6kT_t)$. In the example, a density of $1.273\times10^{16}$ cm$^{-3}$ puts $E_F$ at $-0.40$ eV at zero temperature. By 300 K it has moved by $-60\ln1.386=-19.6$ meV.

Equation (\ref{eq:EF}) also gives the opening number. At fixed temperature a factor 10 in $n$ raises $E_F$ by $kT_t\ln10=60\times2.303=138$ meV. The Fermi energy must climb the tail until ten times as many states lie below it, and where the infinite-tail formula holds, that distance is set by $T_t$, not by $T$.

\section{A change of spin convention}

Suppose instead that $N_t$ counts localized levels, each of which can hold one electron of either spin, while double occupation is excluded by repulsion. An empty level has weight 1 and the two singly occupied configurations together have weight $2e^{-x}$. The occupation is then
\begin{equation}
f_2=\frac{2e^{-x}}{1+2e^{-x}}=\frac{1}{1+\tfrac12e^x}
=\frac{1}{1+e^{x-\ln2}} .
\end{equation}
This is the earlier function with $E_F$ replaced by $E_F+kT\ln2$. Inserting the shift in (\ref{eq:main}) multiplies $n$ by $e^{kT\ln2/kT_t}=2^a$, which is 1.348 at 300 K. The dependence on $E_F$ is unchanged, but the prefactor becomes $2^aC(a)$. The form $C(a)$ thus belongs to the stated one-electron convention.

\section{A tail that ends at the band edge}

Now let the tail states stop at $E=0$, and count the electrons in the tail alone, without those in the band. The infinite-tail formula includes a surplus from $E>0$, that is, from $x>h$:
\begin{equation}
\Delta=N_t\,e^{-ah}\,a\int_h^\infty\frac{e^{ax}}{1+e^x}\,dx ,
\end{equation}
where $E_F/kT_t=-ah$ was used. For $x\ge h>0$ the occupation is a geometric series,
\begin{equation}
\frac1{1+e^x}=\frac{e^{-x}}{1+e^{-x}}
=\sum_{m=1}^{\infty}(-1)^{m-1}e^{-mx},
\end{equation}
which may be integrated term by term because $e^{-x}\le e^{-h}<1$. Each term gives $\int_h^\infty e^{(a-m)x}dx=e^{(a-m)h}/(m-a)$. Multiplying by $e^{-ah}$ and subtracting $\Delta$ from $n$,
\begin{equation}
n_{\mathrm{edge}}=N_t\left[C(a)\,e^{-ah}
-\sum_{m=1}^{\infty}(-1)^{m-1}\frac{a\,e^{-mh}}{m-a}\right].
\label{eq:edge}
\end{equation}
The first term of the series dominates for a deep Fermi energy. The surplus relative to the infinite-tail density is then
\begin{equation}
\frac{\Delta}{n}\approx\frac{a\,e^{-h}}{1-a}\,
\frac{\sin\pi a}{\pi a\,e^{-ah}}
=\frac{\sin\pi a}{\pi(1-a)}\,e^{-(1-a)h}.
\label{eq:excess}
\end{equation}
The exponent is $(1-a)h=|E_F|(1/kT-1/kT_t)$. The closed formula is good when this quantity is large, which requires a Fermi energy many $kT$ below the edge and a temperature not too close to $T_t$.

At 300 K, $h=15.47$ and (\ref{eq:excess}) gives $0.546\,e^{-8.81}=8.2\times10^{-5}$. Other temperatures, at the same Fermi energy, are as follows.

\begin{center}
\begin{tabular}{ccccc}
$T$ & $C$ & $n$ & $n_{\mathrm{edge}}$ & $\Delta/n$\\
(K) & & \multicolumn{2}{c}{($10^{16}$ cm$^{-3}$)} & \\
\hline
200 & 1.150 & 1.463 & 1.463 & $2.3\times10^{-8}$\\
300 & 1.386 & 1.764 & 1.764 & $8.2\times10^{-5}$\\
400 & 1.855 & 2.361 & 2.349 & 0.0052\\
500 & 2.914 & 3.708 & 3.471 & 0.064\\
600 & 6.433 & 8.187 & 5.465 & 0.33
\end{tabular}
\end{center}

At 600 K one third of the electrons counted by the infinite-tail formula sit above the edge, where the tail has no states. Relative to the density in the ended tail, the formula is 50\% too high. The ended tail holds $5.465/1.273=4.29$ times the density of states below $E_F$, against the prefactor 6.43 of the infinite tail. Part of the large prefactor is thus a property of the continuation, although the temperature is still below $T_t$.

The downward continuation is far less demanding. If the tail has no states below $E=-D$, at most $N_te^{-D/kT_t}$ electrons are lost. Since $C>1$, the loss relative to $n$ is less than $e^{-(D-|E_F|)/kT_t}$. It suffices that the tail reaches several widths below $E_F$.

\section{Tails as narrow as $kT$, or narrower}

For $a\ge1$ the infinite integral diverges, but the tail ending at the edge still has a finite density,
\begin{equation}
n_{\mathrm{edge}}=N_t\,e^{-ah}\,a\int_{-\infty}^{h}
\frac{e^{ax}}{1+e^x}\,dx .
\label{eq:direct}
\end{equation}
At $a=1$ the integrand is the derivative of $\ln(1+e^x)$, so
\begin{equation}
n_{\mathrm{edge}}=N_t\,e^{-h}\ln(1+e^h)\approx N_t\,h\,e^{-h}
\qquad(h\gg1).
\end{equation}
The factor $h$ has a direct meaning. Growth of the tail and decay of the occupation cancel, and the electrons are spread evenly in energy from a few $kT$ above $E_F$ up to the edge.

For $a>1$ the growth wins. If both $h\gg1$ and $(a-1)h\gg1$, the electrons collect near the edge, within a few times $kT/(a-1)$. The states there obey $f\approx e^{-(E-E_F)/kT}$, and
\begin{equation}
n_{\mathrm{edge}}\approx\frac{N_t}{kT_t}\,e^{E_F/kT}
\int_{-\infty}^{0}e^{E(1/kT_t-1/kT)}dE
=N_t\,\frac{a}{a-1}\,e^{E_F/kT}.
\label{eq:boltz}
\end{equation}
The last step uses $1/kT_t-1/kT=(a-1)/kT$ and $kT/kT_t=a$.

Equation (\ref{eq:edge}) contains the same result. The integral (\ref{eq:direct}) is analytic in $a$ for $\mathrm{Re}\,a>0$. The right side of (\ref{eq:edge}) is analytic there except at the positive integers. The two agree for $0<a<1$, so they agree at every non-integer $a>0$. For $a>1$ the $m=1$ term equals $+a\,e^{-h}/(a-1)$, and it exceeds the term in $e^{-ah}$ when $(a-1)h\gg1$, provided $a$ is not close to $2,3,\ldots$ (there $C(a)$ diverges, but the term $m$ nearest to $a$ cancels the divergence). The term that was a small correction for a broad tail has become the main one.

Take a tail of width 15 meV at 300 K, with the same $N_t$ and $E_F$. Now $a=1.7235$ and
\begin{equation}
n_{\mathrm{edge}}\approx10^{19}\times2.382\times e^{-15.473}
=4.54\times10^{12}\ \mathrm{cm^{-3}},
\end{equation}
in agreement with quadrature to these digits. The Fermi energy rises by 59.5 meV per decade of density, the Boltzmann value. If this tail were continued upward, the integral would grow 16.4 times for each further 0.1 eV of its upper limit.

The width therefore decides which energy controls the density. In a tail clearly broader than $kT$, with deep $E_F$, the electrons gather around $E_F$, and the density follows $e^{E_F/kT_t}$. In a clearly narrower tail with deep $E_F$ they gather at the edge, and the density follows $e^{E_F/kT}$. These densities count the tail alone. With deep $E_F$, a band of effective density of states $N_c$ adds an electron density $N_c\,e^{E_F/kT}$, which can be as large as that of a narrow tail. It can also matter for a broad tail when the sample is hot: in the example at 600 K, a band with $N_c=8\times10^{19}$ cm$^{-3}$ would add $3.5\times10^{16}$ cm$^{-3}$ to the $5.5\times10^{16}$ cm$^{-3}$ in the tail. The numerical output below lists the tail densities for both cases.

\section*{Numbers as computed}
\begin{verbatim}
Tail states below band edge Nt = 1.0e+19 cm^-3
Tail width kTt = 60.0 meV
Tail temperature Tt = 696.3 K
Fermi energy from band edge EF = -0.40 eV
Thermal energy kT at 300 K = 25.852 meV
Ratio a = T/Tt at 300 K = 0.4309
Step-filling density (states below EF) = 1.2726e+16 cm^-3
Prefactor C at 300 K = 1.3862
Density, infinite tail, 300 K = 1.7641e+16 cm^-3
C at 100 K, expansion to fourth order = 1.03474
C at 100 K, quadrature = 1.03475
Mean energy minus EF at 100 K = -55.87 meV
Mean energy minus EF at 300 K = -17.92 meV
Mean energy minus EF at 600 K = 350.12 meV
Peak energy minus EF at 300 K = -7.20 meV
Share of electrons above EF at 300 K = 42.0 %
EF shift, 0 to 300 K, fixed density = -19.59 meV
EF rise per decade, infinite tail = 138.16 meV
EF rise per decade, tail to edge = 138.17 meV
EF rise per decade, Boltzmann = 59.53 meV
Density factor for two spin choices = 1.3480
T (K), a, C, n infinite (cm^-3), n edge (cm^-3), excess/n infinite
100  0.1436  1.0348  1.3169e+16  1.3169e+16  8.83e-19
200  0.2872  1.1498  1.4633e+16  1.4633e+16  2.29e-08
300  0.4309  1.3862  1.7641e+16  1.7639e+16  8.18e-05
400  0.5745  1.8554  2.3612e+16  2.3489e+16  5.22e-03
500  0.7181  2.9137  3.7081e+16  3.4713e+16  6.38e-02
600  0.8617  6.4328  8.1866e+16  5.4653e+16  3.32e-01
Narrow tail width = 15.0 meV
Narrow tail ratio a at 300 K = 1.7235
Narrow tail: integral growth per 0.1 eV of limit = 16.42
Narrow tail density, ending at edge = 4.5422e+12 cm^-3
Narrow tail density, Boltzmann form = 4.5423e+12 cm^-3
Narrow tail EF rise per decade = 59.53 meV
\end{verbatim}
